# When the Berg Model of Reactive Sputtering Has No Hysteresis

## What goes wrong without the criterion

A process simulator is given a reactive-gas flow and must return a pressure. In the Berg model the steady-state equations can have three solutions for one flow. Which one a root finder returns then depends on its starting guess, and the predicted film may be partly metallic or nearly pure compound with no warning that the other answer exists. One needs to know beforehand whether several solutions are possible.

The criterion is a comparison of two sputtering yields. It rests on an identity: in steady state, the reactive gas bound by the surfaces equals the compound fraction of the collector times the total sputtered metal flux. If metal and compound yield equally many metal atoms per ion, that flux is constant. The identity alone does not exclude hysteresis; one must also show that the compound fraction rises with pressure.

## Model and conventions

A diatomic gas $X_2$ at uniform pressure $p$ and temperature $T$ forms one compound, $MX$. A target of area $A_t$ receives a fixed ion flux $j$ (ions per area and time). All sputtered material lands evenly on a collector of area $A_c$. The compound fractions of the two surfaces are $\theta_t$ and $\theta_c$. Gas sticks only to metal, with probabilities $\alpha_t$ and $\alpha_c$, and sputtered compound arrives as $MX$.

The yields $Y_m$ (from metal) and $Y_c$ (from compound) both count **metal atoms per ion**. If a source quotes all atoms leaving $MX$, its value must be halved.

With molecular mass $m$ and mean speed $\bar v=\sqrt{8kT/\pi m}$, the molecular flux onto a wall is

$$F=\frac{p}{\sqrt{2\pi mkT}}=\frac{p}{kT}\,\frac{\bar v}{4}.$$

Let $Q$ be the inflow in molecules per time, $S$ the pumping speed in volume per time, $V$ the chamber volume and $N_s$ the number of surface sites per area. Gas conservation gives

$$\frac{V}{kT}\frac{dp}{dt}=Q-\alpha_tFA_t(1-\theta_t)-\alpha_cFA_c(1-\theta_c)-\frac{Sp}{kT}.$$

The target gains compound from gas, two atoms per molecule, and loses it by sputtering:

$$N_s\frac{d\theta_t}{dt}=2\alpha_tF(1-\theta_t)-jY_c\theta_t .$$

On the collector, compound landing on metal and gas sticking to metal both raise $\theta_c$. Metal landing on compound buries it and lowers $\theta_c$. Like landing on like changes nothing. Hence

$$N_s\frac{d\theta_c}{dt}=\Big[jY_c\theta_t\frac{A_t}{A_c}+2\alpha_cF\Big](1-\theta_c)-jY_m(1-\theta_t)\frac{A_t}{A_c}\theta_c .$$

Define

$$x=\frac{2\alpha_tF}{j},\quad c=\frac{\alpha_cA_c}{\alpha_tA_t},\quad s=\frac{4S}{\alpha_tA_t\bar v},\quad q=\frac{2Q}{jA_t}.$$

Here $x$ measures pressure, and $s$ is the pumping speed divided by the gettering speed $\alpha_tA_t\bar v/4$ of a bare target. Also let $\tau=jt/N_s$, $a=A_c/A_t$ and $g=4Vj/(\alpha_tA_t\bar vN_s)$. Multiplying the gas equation by $2/(jA_t)$, dividing the target equation by $j$ and multiplying the collector equation by $a/j$ gives

$$g\dot x=q-x(1-\theta_t)-cx(1-\theta_c)-sx,$$
$$\dot\theta_t=x(1-\theta_t)-Y_c\theta_t,$$
$$a\dot\theta_c=(Y_c\theta_t+cx)(1-\theta_c)-Y_m(1-\theta_t)\theta_c,$$

where a dot means $d/d\tau$. For the pump term, $p/kT=4F/\bar v$ and $F=jx/2\alpha_t$ turn $2Sp/(kTjA_t)$ into $sx$.

## The uptake identity

Let $U=x(1-\theta_t)+cx(1-\theta_c)$ be the number of reactive atoms bound per ion, pumped gas excluded. The surface equations give its two parts:

$$x(1-\theta_t)=Y_c\theta_t+\dot\theta_t,$$
$$cx(1-\theta_c)=Y_m(1-\theta_t)\theta_c-Y_c\theta_t(1-\theta_c)+a\dot\theta_c .$$

In the sum, $Y_c\theta_t-Y_c\theta_t(1-\theta_c)=Y_c\theta_t\theta_c$, so

$$U=\theta_cR+\dot\theta_t+a\dot\theta_c,\qquad R=Y_m(1-\theta_t)+Y_c\theta_t .$$

$R$ is the total number of metal atoms sputtered per ion. In steady state the derivatives vanish and

$$U=\theta_cR .$$

During a transient the two extra terms are the rate of change of the surface inventory of reactive atoms. If their sum is positive, part of the bound gas is being stored on the surfaces. If it is negative, the growing film buries reactive atoms faster than the surfaces bind new ones; none return to the gas, since the model has no desorption. The steady identity must not be used to infer film composition while the target is changing over.

## Steady states as functions of pressure

The target balance $x(1-\theta_t)=Y_c\theta_t$ gives

$$\theta_t=\frac{x}{x+Y_c},\qquad 1-\theta_t=\frac{Y_c}{x+Y_c}.$$

The gain and loss factors of the collector are then

$$Y_c\theta_t+cx=\frac{N}{x+Y_c},\qquad Y_m(1-\theta_t)=\frac{Y_mY_c}{x+Y_c},$$

with $N=x[Y_c+c(x+Y_c)]$. Gain times $(1-\theta_c)$ equals loss times $\theta_c$, and the common denominator cancels:

$$\theta_c=\frac{N}{N+Y_mY_c}.$$

Since $N'=Y_c+cY_c+2cx>0$,

$$\theta_c'=\frac{Y_mY_cN'}{(N+Y_mY_c)^2}>0,$$

where a prime means $d/dx$. The collector fraction rises with pressure for any positive yields. For the metal flux,

$$R=\frac{Y_c(Y_m+x)}{x+Y_c},\qquad R'=\frac{Y_c(Y_c-Y_m)}{(x+Y_c)^2}.$$

The steady gas balance is $q=U(x)+sx$, and its slope is

$$\frac{dq}{dx}=\theta_c'R+\theta_cR'+s .$$

If $Y_c\ge Y_m$, the first term is positive and the others are not negative. The flow then rises strictly from zero, and for $s>0$ it grows without limit. **Each flow therefore has one steady state, at every positive pumping speed.** Equal yields are the border case: $R=Y_m$, and $U=Y_m\theta_c$ rises because $\theta_c$ does.

With no pump, $U$ still rises, but it stays below $Y_c$. A flow $q\ge Y_c$ then has no steady state, and the pressure grows indefinitely.

## From one steady state to no hysteresis

Hysteresis means here that upward and downward flow ramps give different states at the same flow, however slow the ramps are. A single steady state might still be unstable, so the dynamics must be examined.

Physical states have $x\ge0$ and fractions between 0 and 1, and the equations keep them there. Increasing one variable never lowers the rate of another. The cross-derivatives are

$$\frac{\partial(g\dot x)}{\partial\theta_t}=x,\quad \frac{\partial(g\dot x)}{\partial\theta_c}=cx,\quad \frac{\partial\dot\theta_t}{\partial x}=1-\theta_t,\quad \frac{\partial\dot\theta_t}{\partial\theta_c}=0,$$
$$\frac{\partial(a\dot\theta_c)}{\partial x}=c(1-\theta_c),\quad \frac{\partial(a\dot\theta_c)}{\partial\theta_t}=Y_c(1-\theta_c)+Y_m\theta_c ,$$

and none is negative.

This preserves order. Take two solutions, the second starting no lower in any variable and fed with no less gas. Their difference $z$ obeys $\dot z=Mz+b$. Here $M$ is the matrix of derivatives averaged along the line between the two states, so its off-diagonal entries are not negative, and $b\ge0$ comes from the extra flow. Put $w=e^{k\tau}z$, with $k$ large enough that $M+k$ has no negative entry; this is possible because $x$ stays bounded. Then $\dot w=(M+k)w+e^{k\tau}b$. Solving this by repeated integration from $w(0)\ge0$ adds only non-negative terms, so $z\ge0$ at all later times.

At constant flow the velocity of a solution obeys the same kind of linear equation with $b=0$. A solution whose initial rates are all non-negative therefore never falls, and one whose initial rates are all non-positive never rises. Two starts matter:

- The empty, metallic chamber $(x,\theta_t,\theta_c)=(0,0,0)$ has rates $(q/g,0,0)$. Its solution rises.
- The fully compound chamber $(q/s,1,1)$ has rates $(0,-Y_c,0)$. Its solution falls.

Both are bounded, so both converge to steady states. Every steady state has $x\le q/s$ and lies between the two starts. By order preservation, the rising solution ends at the lowest steady state and the falling one at the highest. If there is one steady state, any solution starting between them is squeezed onto it. For a start with $x_0>q/s$, the upper start $(x_0,1,1)$ also falls and does the same work.

Now ramp the flow upward from the empty chamber. At the moment the flow is $q$, the chamber has received no more gas than at constant flow $q$, so its state is not above the lowest steady state for $q$. A slow ramp also spends a long time between any smaller flow $q_0$ and $q$, so its state comes at least arbitrarily close to the lowest steady state for $q_0$. A downward ramp from the fully compound chamber obeys the mirrored statements with the highest steady state. When the steady state is unique it varies continuously with flow. Letting $q_0$ approach $q$ brings both ramps to the same state, and there is no hysteresis. When lowest and highest states differ, the ramps remain apart at any ramp rate.

## Unequal yields and the critical speed

Let $\delta=Y_m-Y_c>0$ and $c>0$, so that the collector binds gas. At large $x$, $1-\theta_c$ is of order $1/x^2$, while $R=Y_c[1+\delta/(x+Y_c)]$. Therefore

$$U=Y_c\Big[1+\frac{\delta}{x}+O(x^{-2})\Big].$$

The uptake approaches $Y_c$ from above, so it must fall somewhere. Define

$$s^*=\max_x[-U'(x)]>0 .$$

For $s<s^*$, $q(x)$ has a falling stretch. Since it starts at zero and ends at infinity, a flow level on that stretch is crossed at least three times, and hysteresis follows. For $s\ge s^*$ the slope is nowhere negative and vanishes at most at isolated points, so the solution is unique. Within this model and for $c>0$, hysteresis is thus absent at every positive pumping speed if and only if $Y_c\ge Y_m$. For $c=0$ one has $\theta_c=x/(x+Y_m)$ and $U=Y_cx/(x+Y_c)$, which rises for any yields, so there is no hysteresis.

**An upper bound.** Since $\theta_c'R>0$ and $\theta_c<1$,

$$-U'<\frac{Y_c\delta}{(x+Y_c)^2}\le\frac{\delta}{Y_c},\qquad\text{so}\qquad s^*<\frac{Y_m}{Y_c}-1 .$$

The bound is approached as $c\to\infty$. At $x=c^{-1/4}$, for example, $x\to0$ and $N\approx c^{3/4}Y_c\to\infty$, so $\theta_c\to1$, while $\theta_c'\approx Y_m/(cx^2)=Y_mc^{-1/2}\to0$. What remains is $-R'\to\delta/Y_c$.

**Nearly equal yields.** Let $Y_m=Y$ and $\delta\to0$ at fixed $c$. At any finite $x$ the slope $U'$ tends to its positive equal-yield value, so the falling part moves to large $x$. There $R'\approx-Y\delta/x^2$, $1-\theta_c\approx Y^2/(cx^2)$ and $\theta_c'\approx2Y^2/(cx^3)$, so

$$-U'\approx Y\Big[\frac{\delta}{x^2}-\frac{2Y^2}{cx^3}\Big].$$

Setting the derivative of the bracket to zero, $-2\delta/x^3+6Y^2/(cx^4)=0$, gives $x^*=3Y^2/(c\delta)$. The second term is then two thirds of the first, and

$$s^*\approx\frac{Y\delta}{3x^{*2}}=\frac{c^2\delta^3}{27Y^3}.$$

This leading-order law needs both $x^*\gg Y$ and $cx^*\gg Y$, so that $N\approx cx^2$; that is, $\delta\ll3Y/c$ and $\delta\ll3Y$. A small yield difference restores hysteresis in principle, but only at very low pumping speed.

## Numerical example

The parameters are round choices: $A_t=20$ cm², $A_c=1000$ cm², an ion current density of 20 mA/cm², $\alpha_t=\alpha_c=0.3$, oxygen at 300 K, $Y_m=2$ and $S=20$ L/s. The cases $Y_c=0.4$ and $Y_c=2$ are compared with everything else fixed.

The mean speed is 445.5 m/s, so a bare target getters at $0.3\times20\text{ cm}^2\times445.5\text{ m/s}/4=66.8$ L/s. Hence $s=20/66.8=0.299$ and $c=50$. One unit of $q$ is 2.79 sccm, and 1 mTorr corresponds to $x=1.72$.

For $Y_c=0.4$, the turning points of $q(x)$, located on a fine grid, bound a hysteresis window from 3.20 to 3.79 sccm. At its middle, 3.495 sccm or $q=1.254$, integrating the rate equations from the two extreme starts gives:

| Case | $p$ (mTorr) | $x$ | $\theta_t$ | $\theta_c$ | $R$ |
|---|---|---|---|---|---|
| $Y_c=0.4$, low | 0.0465 | 0.080 | 0.167 | 0.709 | 1.733 |
| $Y_c=0.4$, high | 1.13 | 1.950 | 0.830 | 0.997 | 0.672 |
| $Y_c=2$ | 0.0357 | 0.0615 | 0.030 | 0.618 | 2.000 |

In the low state the surfaces bind $0.7095\times1.733=1.230$ atoms per ion and the pump removes $0.299\times0.080=0.024$. In the high state the figures are 0.670 and 0.584. Both pairs add up to the same inflow. The high state exists because the poisoned target emits too little metal to bind the gas, and the pump takes nearly half of it.

Linear ramps between zero and twice the middle flow show the same difference. The lag at a finite ramp rate depends on $V$ and $N_s$; the ratios below take $V=20$ L and $N_s=10^{15}$ cm⁻². For $Y_c=0.4$, the downward-to-upward pressure ratio at the middle flow is 26.0 for ramps of 200 s and 24.5 for 2000 s, so the gap persists. For equal yields the ratio is 1.008 and then 1.0008: the remaining gap is lag, and it shrinks about tenfold with a tenfold slower ramp.

Numerical maximization of $-U'$ gives the critical speeds:

| $Y_c$ | $S^*$ (L/s) |
|---|---|
| 0.4 | 54 |
| 1.0 | 15.8 |
| 1.6 | 2.8 |
| 1.9 | 0.19 |
| 2.0 | 0 |

For $Y_c=0.4$ the upper bound is $66.8\times(2/0.4-1)=267$ L/s, safe but about five times too large. At $Y_c=1.9$ the cubic law gives $s^*=0.0116$, against the computed 0.0029. It fails there because $\delta=0.1$ is not small beside $3Y/c=0.12$. At $\delta=0.001$ the computed value is 0.977 of the law, and at $\delta=0.0001$ it is 0.998.

## Relation to a real magnetron

The example describes a small target in argon–oxygen only roughly, and real films may contain more than one compound. The yields are not measured values, and equal yields are a hypothetical case: oxides of metals such as aluminium and titanium sputter much more slowly than the metals. A pump of 20 L/s is small or strongly throttled. Real discharges also break the assumption of fixed ion flux and yields. The estimates below take $Y_c=Y_m=2$ and 3 mTorr of argon, and find the steepest fall of the modified uptake curve on a grid.

- **Secondary electrons.** At fixed total current the ion flux varies as $1/(1+\gamma)$. If $\gamma$ rises from 0.1 on metal to 0.2 on compound, hysteresis returns below about 0.6 L/s.
- **Oxygen ions.** If oxygen's share of the ions equals its share of the pressure, and its ions sputter half as well as argon ions, the critical speed is about 6 L/s.
- **Implantation.** Two atoms per oxygen ion add 0.39 of the chemisorption supply at low oxygen pressure. If they only help to form compound, they cannot restore hysteresis at equal yields. The collector balance then reads $1-\theta_c=Y(1-\theta_t)/(Y+cx)$, which falls with $x$ for any rising $\theta_t(x)$. Unbonded gas stored below the surface is not covered.

All three together give about 8 L/s. Equal yields thus need not protect a real discharge at every pumping speed, and the size of the effect depends on the rough values chosen. With the values above it stays below the 20 L/s of the example. At 1 mTorr of argon the combined estimate rises to about 16 L/s, and with $\gamma=0.4$ on compound and a relative oxygen-ion yield of 0.2 in addition it reaches about 34 L/s.

Uniform pressure is also doubtful. With a rough collision diameter of 0.36 nm the mean free path $\lambda$ is 1.8 cm. The elementary diffusion coefficient $\lambda\bar v/3$ then gives a conductance of about 2700 L/s over 10 cm to the collector; kinetic theory for hard spheres of the same diameter gives about 4500 L/s. A bare collector getters at 3300 L/s, so pressure differences can be a large part of the pressure itself. On the low branch the gettering speed is still about 0.2 to 0.4 of the conductance. The resulting shift of the critical speed has not been calculated.

## Implementation

1. Convert both yields to metal atoms per ion, and compute $c$, $s$ and $q$.
2. If $Y_c\ge Y_m$ and $s>0$, solve $U(x)+sx=q$ by bisection between $0$ and $q/s$. The root is unique.
3. If $Y_c<Y_m$, maximize $-U'=-\theta_c'R-\theta_cR'$ over $x$. If $s\ge s^*$, proceed as in step 2.
4. If $s<s^*$, locate the turning points of $q(x)$ and search each rising stretch separately. Within the window, return the lowest root for a slow upward ramp and the highest for a slow downward ramp.

These steps apply when the flow is imposed. If the pressure is held instead, $x$ is given, and the formulas for $\theta_t$ and $\theta_c$ yield one steady surface state for either order of the yields.
